# The McWhirter criterion from the approach to collisional equilibrium

## Result

Take two bound levels, $l$ below and $u$ above, separated by $\Delta E$ and joined by an electric-dipole line. The plasma is steady, homogeneous and optically thin, and its electrons are Maxwellian. If collisional de-excitation is to be at least ten times as fast as spontaneous emission, the electron density must satisfy

$$
n_e\ \ge\ \frac{10\sqrt3}{2\sqrt2\,\pi^{3/2}c^3\,\bar G}\;T^{1/2}(\Delta E)^3
\qquad\text{(atomic units, } T \text{ an energy)} .
$$

With $n_e$ in cm$^{-3}$, $T$ in K and $\Delta E$ in eV this reads

$$
n_e\ \ge\ \frac{2.55\times10^{11}}{\bar G}\,T^{1/2}(\Delta E)^3 ,
$$

where $\bar G$ is a thermally averaged Gaunt factor, defined below. The McWhirter form, $n_e\ge1.6\times10^{12}\,T^{1/2}(\Delta E)^3$, follows for $\bar G\approx0.16$. The tenfold condition fixes the powers of $T$ and $\Delta E$ at given $\bar G$. The number 1.6 also requires this particular value of $\bar G$, which is inferred here from the published coefficient and not calculated independently.

At equality, in the two-level steady state, the ratio $n_u/n_l$ lies about 9% below its Boltzmann value; at higher density it lies closer. For two isolated levels in a steady, homogeneous and optically thin plasma the criterion is necessary and sufficient for this degree of local thermodynamic equilibrium (LTE). When the plasma changes in time or space it is no longer sufficient (Sections 6 and 9). Nor is it then strictly necessary: during cooling, an initially overpopulated upper level can pass through its Boltzmann population at a lower density. With more levels or with reabsorption it need not hold for every line (Sections 8 and 9).

## 1. The high-density limit and its first correction

Let $q_{lu}$ and $q_{ul}$ be the collisional rate coefficients up and down, and $A$ the spontaneous rate. Photons escape, so absorption and stimulated emission are dropped. The steady state is

$$
n_e q_{lu}\,n_l=(n_e q_{ul}+A)\,n_u .
$$

Without radiation, Maxwellian electrons must establish the Boltzmann ratio. Hence, with statistical weights $g_l,g_u$,

$$
\frac{q_{lu}}{q_{ul}}=\frac{g_u}{g_l}e^{-\Delta E/T}.
$$

Let $b$ be the actual ratio $n_u/n_l$ divided by this Boltzmann ratio. Dividing the balance equation by $n_e q_{ul}n_l$ gives

$$
b=\frac{1}{1+\varepsilon},\qquad \varepsilon=\frac{A}{n_e q_{ul}} .
$$

At high density $\varepsilon$ is small, and

$$
b=1-\varepsilon+\frac{\varepsilon^2}{1+\varepsilon}.
$$

The leading term is LTE. The first correction, $-\varepsilon$, is the loss by escaping photons, and it falls as $1/n_e$. The criterion sets $\varepsilon=0.1$: the first correction gives $b\approx0.9$, the full expression $b=10/11=0.909$.

In the opposite limit define $r=1/\varepsilon\ll1$. Then $b=r/(1+r)\approx r-r^2$. Almost every excitation ends in a photon, and the excited population is far below its Boltzmann value.

## 2. The radiative rate

In atomic units a photon of frequency $\omega=\Delta E$ in volume $V$ couples to the dipole $\mathbf d$ with squared matrix element $(2\pi\omega/V)|\mathbf e\cdot\mathbf d|^2$, where $\mathbf e$ is its polarization. The density of photon states per solid angle is $V\omega^2/(8\pi^3c^3)$. The golden rule supplies a factor $2\pi$, so

$$
dA=\frac{\omega^3}{2\pi c^3}|\mathbf e\cdot\mathbf d|^2\,d\Omega .
$$

Summing over two polarizations and integrating over directions replaces $|\mathbf e\cdot\mathbf d|^2d\Omega$ by $(8\pi/3)|\mathbf d|^2$. Let $S$ be $|\mathbf d|^2$ summed over all states of both levels. Averaging over the upper states gives

$$
A=\frac{4(\Delta E)^3}{3c^3}\frac{S}{g_u}.
$$

The absorption oscillator strength is $f=2\Delta E\,S/(3g_l)$, so $S=3g_lf/(2\Delta E)$ and

$$
A=\frac{2(\Delta E)^2}{c^3}\frac{g_l}{g_u}f .
$$

## 3. The collision cross section

An electron of energy $E=k^2/2$ leaves with momentum $k'$, where $k^2-k'^2=2\Delta E$. Consider a neutral atom in the first Born approximation, without exchange. The Fourier transform of the Coulomb interaction is $4\pi/K^2$ for momentum transfer $K$. The nuclear term vanishes because the two atomic states are orthogonal. The scattering amplitude therefore has magnitude $2|F|/K^2$, where $F$ is the matrix element of $\sum_j e^{i\mathbf K\cdot\mathbf r_j}$. Below, $|F|^2$ is summed over final and averaged over initial states.

From $K^2=k^2+k'^2-2kk'\cos\theta$ follows $d\Omega=2\pi K\,dK/(kk')$. With the flux factor $k'/k$,

$$
\sigma=\frac{k'}{k}\int\frac{4|F|^2}{K^4}\frac{2\pi K\,dK}{kk'}
=\frac{8\pi}{k^2}\int_{k-k'}^{k+k'}|F|^2\frac{dK}{K^3}.
$$

For small $K$, expanding the exponential gives $|F|^2\approx K^2f/(2\Delta E)$, since $S/(3g_l)=f/(2\Delta E)$ is the averaged square of one dipole component. For a fast electron the lower limit is $k-k'=2\Delta E/(k+k')\approx\Delta E/k$. The form factor cuts the integral off at some $K_0$ set by the size of the atom. Using $k^2=2E$,

$$
\sigma\approx\frac{2\pi f}{E\Delta E}\ln\frac{K_0k}{\Delta E}.
$$

Distant collisions thus act through the same dipole moment that emits the line. This motivates the van Regemorter form

$$
\sigma(E)=\frac{2\pi^2}{\sqrt3}\frac{f}{E\Delta E}\,g(E),
$$

which defines the effective Gaunt factor $g(E)$ and loses no generality while $g(E)$ is left free. Comparison gives $g\approx(\sqrt3/\pi)\ln(K_0k/\Delta E)$ at high energy. Since $\ln k=\tfrac12\ln(2E)$, the slope is $dg/d\ln E\to\sqrt3/(2\pi)=0.2757$. Direct integration of the Born cross section for hydrogen 1s–2p reproduces this slope.

## 4. The Maxwell average

The electron energy distribution is $2\pi^{-1/2}T^{-3/2}E^{1/2}e^{-E/T}$ and the speed is $\sqrt{2E}$. The factor $E$ in their product cancels the $1/E$ in $\sigma$:

$$
q_{lu}=\frac{2\pi^2}{\sqrt3}\,\frac{2\sqrt2}{\sqrt\pi}\,
\frac{f}{\Delta E\,T^{3/2}}\int_{\Delta E}^{\infty}g(E)e^{-E/T}dE .
$$

Substitute $E=\Delta E+xT$ and define

$$
\bar G(T)=\int_0^\infty g(\Delta E+xT)\,e^{-x}dx .
$$

The integral equals $Te^{-\Delta E/T}\bar G$. Detailed balance removes the exponential and supplies the weights:

$$
q_{ul}=\frac{4\sqrt2\,\pi^{3/2}}{\sqrt3}\,\frac{g_l}{g_u}\,
\frac{f\,\bar G}{\Delta E\,\sqrt T}.
$$

For hydrogen 1s–2p this was tested against an integration of the downward Born cross section over electron speeds, at 1, 10 and 100 eV. Both sides use the same momentum-transfer integral, so the test covers the Maxwell average and its prefactors.

## 5. The criterion

In the quotient of the two rates, $f$ and $g_l/g_u$ cancel:

$$
\frac{A}{q_{ul}}
=\frac{2(\Delta E)^2}{c^3}\,\frac{\sqrt3\,\Delta E\sqrt T}{4\sqrt2\,\pi^{3/2}\bar G}
=\frac{\sqrt3}{2\sqrt2\,\pi^{3/2}c^3\bar G}\,\sqrt T\,(\Delta E)^3 .
$$

Requiring $n_eq_{ul}\ge10A$ gives the stated result. At fixed $f$, two powers of $\Delta E$ come from the radiative rate and one from the collision rate; at fixed dipole strength $S$, all three come from the radiative rate. At the same $\Delta E$, $T$ and $\bar G$, a strong line is no harder to thermalize than a weak one, because both rates are proportional to $f$.

For practical units, one hartree is 27.21 eV or $3.158\times10^5$ K, and the atomic unit of density is $6.748\times10^{24}$ cm$^{-3}$. The atomic-unit coefficient is $4.2735\times10^{-7}/\bar G$, so

$$
\frac{4.2735\times10^{-7}\times6.748\times10^{24}}
{\sqrt{3.158\times10^5}\,(27.21)^3}\frac1{\bar G}
\approx\frac{2.55\times10^{11}}{\bar G}.
$$

Equating this to $1.6\times10^{12}$ gives $\bar G=0.159$.

## 6. A worked line

Take the model values $\Delta E=3$ eV, $T=10000$ K, $f=0.3$ and $g_l/g_u=1/3$. The rates are $A=3.905\times10^7$ s$^{-1}$ and, with $\bar G=0.1592$ (the implied value to one more figure), $q_{ul}=9.04\times10^{-8}$ cm$^3$ s$^{-1}$. Hence

$$
n_e\ge\frac{10\times3.905\times10^7}{9.04\times10^{-8}}
=4.32\times10^{15}\ \mathrm{cm^{-3}}
=6.40\times10^{-10}\ \text{a.u.}
$$

The practical formula gives the same value, $1.6\times10^{12}\times100\times27$. With $\bar G=0.05$ the requirement rises to $1.4\times10^{16}$ cm$^{-3}$; with $\bar G=0.5$ it falls to $1.4\times10^{15}$ cm$^{-3}$. The criterion is an order-of-magnitude estimate unless $\bar G$ is known.

The steady state also takes time to form. With $n_l+n_u$ fixed, the rate equation relaxes at the rate $n_e(q_{ul}+q_{lu})+A$. Here $\Delta E/T=3.48$, so $q_{lu}/q_{ul}=3e^{-3.48}\approx0.092$. At the threshold density the relaxation rate is

$$
(10\times1.092+1)A\approx4.7\times10^8\ \mathrm{s^{-1}},
$$

or a time of about 2 ns. If $T$ or $n_e$ changes appreciably within that time, the density criterion does not ensure a Boltzmann ratio.

## 7. How the Gaunt factor changes the temperature law

The factor $T^{1/2}$ is the whole temperature dependence only if $\bar G$ is constant. Near threshold, the Born integral for a neutral atom covers a narrow interval of $\ln K$, of width

$$
\ln\frac{k+k'}{k-k'}\approx\frac{2k'}{k}
\approx2\sqrt{\frac{xT}{\Delta E}} .
$$

If the form factor is finite and nonzero at $K=\sqrt{2\Delta E}$, then $g\propto\sqrt{xT}$ and $\bar G\propto\sqrt T$ for $T\ll\Delta E$. In this limit $q_{ul}$ and the required density become independent of temperature.

For hydrogen 1s–2p the first Born values are:

| $T$ (eV) | $\bar G$ | coefficient (cm$^{-3}$ K$^{-1/2}$ eV$^{-3}$) |
|---|---|---|
| 1 | 0.058 | $4.4\times10^{12}$ |
| 3 | 0.108 | $2.4\times10^{12}$ |
| 10 | 0.212 | $1.2\times10^{12}$ |
| 100 | 0.606 | $4.2\times10^{11}$ |

From 1 to 3 eV, $\bar G$ grows by a factor 1.86, near the limiting $\sqrt3=1.73$. The value 0.159 is reached near 6 eV. First Born omits exchange, distortion of the electron waves, strong coupling and resonances, and it is unreliable near threshold. The table shows how $\bar G$ varies in this approximation; it does not supply reference rates.

## 8. Several levels: which gap to use

Let excited levels $u$ have Boltzmann populations $B_u$ relative to the ground level 1, and actual populations $b_uB_u$. Add the steady-state equations of all excited levels. Transitions among them cancel in the sum, leaving the exchange with the ground level:

$$
\sum_u n_eq_{u1}B_u(1-b_u)=\sum_uA_{u1}B_ub_u .
$$

If collisions among the excited levels give them a common $b$, then

$$
b=\frac1{1+\bar\varepsilon},\qquad
\bar\varepsilon=\frac{\sum_uA_{u1}B_u}{n_e\sum_uq_{u1}B_u}.
$$

The first correction to LTE is now $-\bar\varepsilon$, where $\bar\varepsilon$ is the mean of $A_{u1}/(n_eq_{u1})$ with weights $q_{u1}B_u$. For constant $\bar G$, each of these ratios grows as the cube of the gap to the ground level. Choosing the density so that the first excited level has ratio 0.1 therefore makes $\bar\varepsilon$ slightly larger than 0.1 when the higher levels carry little weight.

A five-shell model with hydrogen energies and oscillator strengths tests this at 10000 K. It takes $\bar G=0.159$ for every transition, mixes each shell statistically and omits ionization, so it examines the choice of gap rather than the true populations of hydrogen. The 1–2 gap of 10.20 eV requires $1.70\times10^{17}$ cm$^{-3}$. At that density shells 2 to 5 have $b$ between 0.9068 and 0.9078, just below $10/11=0.9091$. The 1–5 line by itself fails the tenfold condition there, with ratio $0.1\,(0.48/0.375)^3\approx0.21$ (gaps in hartree), yet $b_5$ is close to $b_2$. The weighted mean is $\bar\varepsilon=0.1015$, so $1/(1+\bar\varepsilon)=0.9078$, in line with the populations. With twenty shells these $b$ values fall by at most 0.0002. The density itself depends on the assumed $\bar G$: the first Born value for 1s–2p at 10000 K is about 0.054, which would raise it to about $5\times10^{17}$ cm$^{-3}$.

The 2–3 gap of 1.89 eV would require only $1.08\times10^{15}$ cm$^{-3}$. At this density the 1–2 pair has

$$
r=10\left(\frac{1.890}{10.204}\right)^3=0.0635 ,
$$

and the low-density expansion gives $b_2\approx r-r^2=0.0595$. The five-shell result is 0.0592. Yet $b_3/b_2=0.864$ (0.859 with twenty shells): the excited shells are within about 15% of equilibrium with each other while all lie far below equilibrium with the ground shell. This is partial LTE. The ratio falls short of $10/11$, although the 2–3 line meets the tenfold condition, mainly because shell 3 also radiates to the ground shell ($A_{31}/A_{32}\approx1.26$); with the lines from shells above 2 to the ground shell removed it is 0.900. For LTE that includes the ground level, the large gap next to it sets the density in this model.

## 9. Conditions outside the estimate

Reabsorption returns some photons to the upper level. If its local effect is described by replacing $A$ with $\eta A$, where $0<\eta<1$, the required density is multiplied by $\eta$ and is therefore lower. This matters most for lines ending on the ground level. In pure hydrogen at 10000 K and $n_e=1.7\times10^{17}$ cm$^{-3}$ the Saha ground-state density is about $9\times10^{19}$ cm$^{-3}$, and the Doppler line-centre mean free path of Lyman $\alpha$ is of order $10^{-7}$ cm. The optically thin model of Section 8 then applies only to a trace species; for the main constituent it overestimates the required density. In a nonuniform plasma, atoms must also reach their local steady state before they move through an appreciable change of $T$ or $n_e$. The balance used here contains no ionization or recombination, so it cannot establish the Saha equilibrium between charge states. The numerical output lists the rates and densities of Section 6, the table of Section 7 and the five-shell populations of Section 8.

## Computed values

```
Coefficient in atomic units times G: 4.2735e-07
Coefficient times G: 2.5471e+11 cm^-3 K^-1/2 eV^-3
Coefficient of the criterion: 1.60e+12 cm^-3 K^-1/2 eV^-3
Gaunt factor implied by it: 0.1592
Coefficient for G = 0.2: 1.274e+12 cm^-3 K^-1/2 eV^-3
Two-level population / Boltzmann at tenfold: 0.9091
Model line:
  gap: 3.0 eV = 0.11025 hartree
  temperature: 10000 K = 0.031668 hartree
  f: 0.30, g_l/g_u: 0.3333
  A: 3.9053e+07 s^-1
  q_ul at implied G: 9.0400e-08 cm^3/s
  minimum density: 4.3200e+15 cm^-3 = 6.4016e-10 a.u.
  minimum density for G = 0.05: 1.375e+16 cm^-3
  minimum density for G = 0.10: 6.877e+15 cm^-3
  minimum density for G = 0.20: 3.439e+15 cm^-3
  minimum density for G = 0.50: 1.375e+15 cm^-3
Hydrogen 1s-2p, first Born approximation:
  gap: 10.2043 eV, f: 0.4162
  A: 6.2683e+08 s^-1
  high-energy slope dg/dlnE: 0.2757, limit 0.2757
  T = 1 eV: G = 0.0581, coefficient = 4.383e+12 cm^-3 K^-1/2 eV^-3
  T = 3 eV: G = 0.1078, coefficient = 2.363e+12 cm^-3 K^-1/2 eV^-3
  T = 10 eV: G = 0.2119, coefficient = 1.202e+12 cm^-3 K^-1/2 eV^-3
  T = 30 eV: G = 0.3687, coefficient = 6.909e+11 cm^-3 K^-1/2 eV^-3
  T = 100 eV: G = 0.6057, coefficient = 4.205e+11 cm^-3 K^-1/2 eV^-3
  T where G has the implied value: 5.96 eV
  largest relative error of rate formula: 1.9e-13
Five-shell model, T = 10000 K, implied G:
  gaps 1-2 and 2-3: 10.2043 and 1.8897 eV
  density from gap 1-2: 1.700e+17 cm^-3
  b of shells 2..5: 0.9078, 0.9069, 0.9068, 0.9068
  density from gap 2-3: 1.080e+15 cm^-3
  b of shells 2..5: 0.0592, 0.0511, 0.0506, 0.0506
  b3/b2 at the lower density: 0.8641
```
